# The drift-ambipolar electric field in a capacitive discharge, part 2

A radio-frequency current flows through the plasma of a capacitive discharge. The problem is to find the field $E$ inside it and how that field heats electrons. Electrons have charge $-e$, mass $m$, density $n$, mean velocity $u$, flux $\Gamma=nu$, current density $J_e=-e\Gamma$ and axial temperature $T$ in energy units. They scatter isotropically at constant frequency $\nu$; ionization, which acts as extra friction, is neglected. With $x$ pointing towards the nearer electrode, the momentum balance gives $E=E_d+E_a+E_T$ plus inertia, with

$$E_d=\frac{m\nu}{ne^2}J_e,\qquad E_a=-\frac Te\frac{\partial\ln n}{\partial x},\qquad E_T=-\frac1e\frac{\partial T}{\partial x}.$$

These are the drift, ambipolar and temperature-gradient fields; the inertial part is $-(m/e)(\partial u/\partial t+u\,\partial u/\partial x)$. Reversal method: at fixed $n$ and $T$, half the difference of the total fields at the two instants of largest current is $E_d$.

If $\nu$ depends on speed $v$, $D/\mu$ (diffusion coefficient over mobility) replaces $T/e$ in $E_a$. For $\nu\propto v$ and the Druyvesteyn form $f_0\propto\exp[-(v/v_0)^4]$, $eD/(\mu T)=1.144$.

Kinetic solutions with an imposed field, in units $m=e=1$, tested the formula: a general run ($\nu=1$) and a collisional run ($\nu=10$).

The example is a strongly electronegative plasma at 0.5 Torr, driven at 13.56 MHz, with $\nu=1.38\times10^{9}$ s⁻¹, $\omega=8.52\times10^7$ s⁻¹, $J_e=-J_0\cos\omega t$ and $J_0=2$ mA/cm². Measured from the density maximum,

$$n=n_b+n_h\,e^{-x^2/2w^2},$$

$$T=T_0+gx+T_1\left(1-\frac xL\right)\cos(\omega t-\varphi),$$

with $n_b=5\times10^8$ cm⁻³, $n_h=10^9$ cm⁻³, $w=2$ mm, $T_0=3$ eV, $g=-0.05$ eV/mm, $T_1=0.5$ eV, $L=10$ mm and $\varphi=30^\circ$. The flanks, 2.69 mm either side of the maximum, are where the density gradient is steepest. Fields there in V/cm, without inertia:

| Flank, phase | $E_d$ | $E_a$ | $E_T$ | Sum |
|---|---|---|---|---|
| bulk, 0° | −10.8 | −11.1 | 0.9 | −21.0 |
| bulk, 180° | 10.8 | −7.8 | 0.1 | 3.1 |
| sheath, 0° | −10.8 | 9.6 | 0.9 | −0.3 |
| sheath, 180° | 10.8 | 7.7 | 0.1 | 18.6 |

Q: Does the reversal method recover the drift field here?

A: Not quite. On the bulk flank half the difference of the sums is −12.0 V/cm, while $E_d$ is −10.8 V/cm. The temperature is 3.68 eV at one instant and 2.59 eV at the other. This adds $(-11.08+7.78)/2=-1.65$ V/cm from $E_a$ and $(0.93-0.07)/2=0.43$ V/cm from $E_T$, which accounts for the difference.

Q: How does this field heat electrons?

A: The power per volume given to them is $J_eE$. Multiply each part of $E$ by $J_e=-enu$:

$$J_eE=m\nu nu^2+uT\frac{\partial n}{\partial x}+nu\frac{\partial T}{\partial x}+mnu\left(\frac{\partial u}{\partial t}+u\frac{\partial u}{\partial x}\right).$$

The first term is ohmic heating and cannot be negative. The second, the ambipolar power, changes sign with $u$. In the kinetic solution with $\nu=1$ described above, the rate of change of the total kinetic energy agreed with the integral of this expression to $1.3\times10^{-4}$ of the integrated magnitude of the power.

On the bulk flank at phase 0 the sum in the table gives $2\times21.0=42$ mW/cm³. At phase 180° it gives $2\times3.1=6$ mW/cm³. With the drift field alone both would be 22 mW/cm³.

Q: A term that changes sign with $u$ must average to zero over a period.

A: It does if both the temperature and the density profile are constant in time. Let $n$ be static and creation negligible. Continuity then makes $\Gamma$ uniform in space, and I take $\Gamma=\Gamma_0\cos\omega t$ with $\Gamma_0=J_0/e$. The mean ambipolar power is

$$\langle J_eE_a\rangle=\langle\Gamma T\rangle\frac{\partial\ln n}{\partial x}.$$

A constant part of $T$ contributes nothing, because $\langle\Gamma\rangle=0$. A modulation at $2\omega$ contributes nothing either, since $\langle\cos\omega t\cos(2\omega t-\alpha)\rangle=0$ for any phase $\alpha$. What counts is the part of $T$ that varies as $\cos\omega t$. With $\langle\cos\omega t\cos(\omega t-\varphi)\rangle=\frac12\cos\varphi$,

$$\langle J_eE_a\rangle=\frac12\Gamma_0T_1\left(1-\frac xL\right)\cos\varphi\,\frac{\partial\ln n}{\partial x}.$$

On the bulk flank, $x=-2.69$ mm, this is

$$\tfrac12\times2\times0.5\times1.269\times0.866\times3.008\ \mathrm{mW/cm^3}=1.65\ \mathrm{mW/cm^3}.$$

On the sheath flank the gradient is negative and the modulation smaller, which gives −0.95 mW/cm³. The mean ohmic power is 10.8 mW/cm³ on both.

Inertia does no mean work in this setting. With $u=\Gamma/n$, its power consists of $m\Gamma\dot\Gamma/n$, which is the time derivative of a periodic function, and a term proportional to $\cos^3\omega t$. Both average to zero.

Q: Heating on one side and cooling on the other. Is anything left after integrating over the maximum?

A: Integrate between two points of equal density $n_{\rm end}$. Since $\partial\ln n/\partial x=\partial\ln(n/n_{\rm end})/\partial x$, integration by parts gives

$$\int\langle\Gamma T\rangle\frac{\partial\ln n}{\partial x}\,dx=-\int\left\langle\Gamma\frac{\partial T}{\partial x}\right\rangle\ln\frac{n}{n_{\rm end}}\,dx .$$

The boundary term vanishes because the logarithm is zero at both ends. If $T$ is uniform in space, the right-hand side is zero even when $T$ varies in time. A net contribution needs a temperature gradient that is correlated with the flux.

Q: Then it was inconsistent to treat the temperature gradient as a small correction.

A: It is small beside the ambipolar field on the flanks, but not beside the net ambipolar power. The example shows this. Here

$$\left\langle\Gamma\frac{\partial T}{\partial x}\right\rangle=-\frac{\Gamma_0T_1\cos\varphi}{2L}=-0.433\ \mathrm{mW/cm^3}$$

everywhere. Over the span from −6 mm to 6 mm this integrates to $-0.433\times1.2=-0.520$ mW/cm². The ambipolar part, whose two sides partly cancel, leaves 0.266 mW/cm². Together the pressure terms take 0.25 mW/cm² from the electrons, against 14.8 mW/cm² of ohmic heating.

The negative sign belongs to this temperature profile. With it, the sum of the pressure terms stays negative for every span centred on the maximum, but it can be positive between end points of unequal density, for example over the bulk side alone. The temperature-gradient part integrates to the difference of $\langle\Gamma T\rangle$ between the end points, so moving them changes it. For the whole discharge one would need $T(x,t)$ from an energy balance, sheaths included.

Q: So the ambipolar field hardly matters for heating?

A: For the mean power integrated over the maximum it matters little in this example, although on the bulk flank the mean ambipolar power is 15% of the ohmic power. For the timing it matters a great deal, as the 42 and 6 mW/cm³ show. Processes with an energy threshold, such as ionization, can respond to the timing even when the mean power is unchanged, but the present model does not calculate them.

Q: Can the temperature follow the drive at all? You simply gave it a modulation.

A: The mean ohmic heating per bulk electron, acting for a time $1/\omega$, supplies 0.64 of the mean thermal energy $\frac32T_0$. Heating is therefore fast enough to modulate $T$ within a period, provided that energy losses are comparably fast. That makes the assumed 0.5 eV plausible, but it does not establish the amplitude or the lag. Ohmic heating at fixed $n$ and $\nu$ varies as $\cos^2\omega t$ and so has no component at $\omega$. The unequal powers on the flanks do have one, but with opposite signs: the power is larger at phase 0 on the bulk flank and at phase 180° on the sheath flank. A temperature driven in this way would tend to be modulated in opposite phase on the two sides, not in the same phase as prescribed here, and the mean ambipolar power could then be positive on both. The cooling found on the sheath flank is thus a consequence of the prescribed temperature, not a general property of the ambipolar field.

Q: What else did the example leave out, and how large is it?

A: Start with inertia on the flanks. The term $(m/e)\partial u/\partial t$ has the amplitude $(\omega/\nu)\times10.8=0.67$ V/cm and is a quarter period out of phase with $E_d$. The convective term is $+(m/e)u^2\,\partial\ln n/\partial x$, because $u=\Gamma/n$ gives $\partial u/\partial x=-u\,\partial\ln n/\partial x$. It reaches 0.33 V/cm in magnitude. The −0.3 V/cm in the table is no larger than this, so it means near-cancellation and no more.

The displacement current in the bulk is $\varepsilon_0\omega E/J_0=7.4\%$ of the electron current. By Gauss's law with static ions, the changing drift field makes the flank density swing by 2.0%. These two figures indicate how well a uniform electron current and a static density hold inside the plasma; about 4 mm from the maximum, where the density is lower than on the flanks, the swing is roughly one and a half times as large. Small as it is, the swing matters for the mean ambipolar power. It is in phase with the flux, negative on the bulk flank and positive on the sheath flank at phase 0, and its gradient is weighted with the whole temperature, not with $T_1$. Even for a temperature constant in time it gives about $+0.3$ mW/cm³ on each flank. When the density is allowed to follow Gauss's law with static ions and the prescribed $T$, the mean ambipolar powers become about 1.8 and −0.6 mW/cm³ in place of 1.65 and −0.95, and the integral over the span about 0.31 mW/cm² in place of 0.266. The ohmic power hardly changes.

A static density also requires that the moving sheath edge stay outside the region considered. In half a period the current carries $2\Gamma_0/\omega=2.9\times10^8$ electrons per cm² in one direction. That is more than the $2.1\times10^8$ cm⁻² between the sheath flank and $x=6$ mm. If the profile continues at about the bulk density, the sheath edge moves by nearly 6 mm, and the example assumes that all this motion takes place beyond $x=6$ mm. In a discharge whose density maximum lies closer to the sheath, the edge can sweep over the sheath flank, and the values given for that flank then do not hold throughout the period.

In a uniform plasma the axial temperature exceeds the mean of the three directions by $\frac23mu^2$. At peak current this is 7.9% of 3 eV in the bulk. On the flanks the same expression gives 2.4%, but there the velocity gradient matters more. It changes $T$ at the rate $-2T\,\partial u/\partial x$ and the mean of the three directions at one third of that, while scattering removes the difference at rate $\nu$. Without heat flow, and for slow changes, this adds a relative difference of $-\frac43(\partial u/\partial x)/\nu$, about 4% in magnitude at peak current. It is positive where the flow is compressed and negative where it is stretched. If all the mean ohmic power in the bulk went into ionization at a rough cost of 15 eV per event, the added friction would be 1.2% of $\nu$. This bounds the average over a period for that heating and cost; at peak current the ohmic power is twice its mean, and the same estimate doubles. The bound concerns the friction only. Ionization at this rate would amount to about 1.2 events per bulk electron per period and, summed over the span from −6 mm to 6 mm, to about half of $\Gamma_0$. A uniform flux and a static density therefore require that ionization lie well below the bound or be balanced locally by attachment.

Q: And the validity of a local description?

A: The mean free path is 0.84 mm, about a quarter of the gradient length $1/0.301=3.3$ mm. The momentum balance with constant $\nu$ survives this, since it is a moment of the Boltzmann equation. A temperature calculated from the local field would be less secure. The bulk Debye length is 0.58 mm, also not tiny beside the 2 mm width, so the net ion charge required by the assumed density profile deserves a check in any self-consistent model.

Q: How does all this compare with a real reactor?

A: The frequency is a standard one, and a current of a few mA/cm² is an ordinary order of magnitude. The pressure of 0.5 Torr is high for directional etching, which often runs at tens of mTorr. The bulk electron density is low and stands for a strongly electronegative plasma. In real gases the collision frequency generally depends on speed, and then $D/\mu=T/e$ need not hold. With the Druyvesteyn form and $\nu\propto v$, the bulk-flank ambipolar field at phase 0 would grow from 11.1 to 12.7 V/cm at the same $T$.

At 0.05 Torr, with current, density profile, temperature and rate coefficient all held fixed, $\nu$ falls tenfold. The bulk drift field drops to 2 V/cm, $E_a$ stays as it was, and $\omega/\nu$ rises to about 0.6. In the bulk, where the density gradient is negligible, inertia is then comparable with friction, and the two-term field is no longer adequate. On the flanks the term $(m/e)\partial u/\partial t$ keeps its amplitude of 0.67 V/cm, because it does not depend on $\nu$ at fixed current and density, and it stays small beside $E_a$. This case lies outside a local description: the mean free path is 8.4 mm, longer than the gradient length of 3.3 mm, the axial temperature on the flanks can differ from the mean of the three directions by tens of percent, and the ohmic heating per electron is ten times weaker. Holding the profile and the temperature fixed only shows how the terms scale, not what a discharge at this pressure does.

Q: What happens if the gas is not electronegative?

A: The formula is the same, but the bulk electron density is then usually much higher. At fixed current and collision frequency, a tenfold density lowers $E_d$ tenfold. Multiplying the whole profile by a constant leaves $\partial\ln n/\partial x$, and hence $E_a$ at fixed $T$, unchanged. A strong drift field therefore goes with few electrons or frequent collisions, and a strong ambipolar field with warm electrons and a steep relative density gradient. The inputs of the example and its main results are listed in the numerical output that follows.

## Values computed for the example and the checks

```
KINETIC TESTS: largest relative field error
general run, omitted none: 1.3e-05
general run, omitted drift: 0.85
general run, omitted ambipolar: 1.1
general run, omitted T-gradient: 0.31
general run, omitted inertia: 0.55
general run, power balance error: 0.00013
collisional run, drift+ambipolar only: 0.045
particle drift / (acceleration/nu): 1.005
particle anisotropy / (m u^2), theory 2/3: 0.6462
Druyvesteyn, nu~v: (e D/mu)/T: 1.144
Maxwellian, nu~v: T-gradient coefficient: 0.5
EXAMPLE INPUTS (rough model values)
gas: 0.5 Torr, 350 K, k_m 1.0e-07 cm3/s
drive: 13.56 MHz, electron current 2.0 mA/cm2
density: bulk 5.0e+08, excess 1.0e+09 cm^-3
hump width 2.0 mm, half span 6.0 mm
T: mean 3.0 eV, slope -0.05 eV/mm
T modulation 0.5 eV, lag 30 deg, length 10 mm
EXAMPLE RESULTS
gas density: 1.379e+16 cm^-3
collision frequency nu: 1.379e+09 s^-1
angular drive frequency: 8.52e+07 s^-1
electron mobility: 1.275e+06 cm2/Vs
bulk drift field amplitude: 19.58 V/cm
bulk reduced field: 141.9 Td
flank distance from maximum: 2.69 mm
flank density: 9.047e+08 cm^-3
flank |d ln n/dx|: 0.3008 mm^-1
fields in V/cm: drift, ambipolar, T-gradient, sum
bulk flank, phase 0, T=3.684 eV: -10.82, -11.08, 0.93, -20.97
bulk flank, phase 180, T=2.585 eV: 10.82, -7.78, 0.07, 3.11
sheath flank, phase 0, T=3.182 eV: -10.82, 9.57, 0.93, -0.32
sheath flank, phase 180, T=2.549 eV: 10.82, 7.67, 0.07, 18.56
bulk flank half-difference of sum: -12.04 V/cm
mean power in mW/cm3: ohmic, ambipolar, T-gradient
bulk flank: 10.822, 1.653, -0.433
sheath flank: 10.822, -0.952, -0.433
integrated mean power in mW/cm2: ohmic, ambipolar, T-gradient
whole span: 14.801, 0.266, -0.520
NEGLECTED EFFECTS
flank time-inertia field: 0.668 V/cm
flank convective field: 0.326 V/cm
bulk displacement/electron current: 0.0739
flank density swing from drift field / n: 0.0199
bulk anisotropy 2mu^2/(3T): 0.0788
flank anisotropy 2mu^2/(3T): 0.0241
mean free path: 0.84 mm
bulk Debye length: 0.576 mm
bulk heating rate/(1.5 T omega): 0.638
ionization drag/nu, bound at 15 eV: 0.012
```
